# Polarised 2p–3d absorption and the orbital polarisation of eg holes

## Problem

A transition-metal ion sits at a site with a fourfold axis $z$. Its $t_{2g}$ orbitals are full, so every 3d hole is in one of the two $e_g$ orbitals, called here

$$X\equiv x^2-y^2,\qquad Z\equiv 3z^2-r^2 .$$

Linearly polarised X-rays lift a 2p electron into a 3d hole. Let $\sigma_q(E)$ be the absorption cross-section at photon energy $E$ for an electric field along $q=x,y,z$. The measured quantity is

$$I_q=\int \frac{\sigma_q(E)}{E}\,dE ,$$

integrated over both the L3 and the L2 edge, after removing the background of transitions to other empty states, such as 4s and the continuum. Write $I_p=\tfrac12(I_x+I_y)$ for the in-plane intensity and $I_z$ for the axial one.

(a) For a single hole, find the ratio $I_p:I_z$ when the hole is in $X$ and when it is in $Z$, on a common scale.

(b) Let $h_X$ and $h_Z$ be the numbers of holes in the two orbitals, both spins counted, so that each lies between 0 and 2. Express the hole polarisation

$$P_h=\frac{h_X-h_Z}{h_X+h_Z}$$

through $I_p$ and $I_z$, for any number of holes.

(c) An ion with $n=1$ electron in the $e_g$ orbitals gives $I_p=1.00$ and $I_z=0.85$ in a common arbitrary unit. These are round model data. Find $P_h$ and the electron numbers $n_X$ and $n_Z$.

## A first estimate by scaling

A dipole matrix element scales as a displacement along the field, and an intensity as its square. A simple guess is therefore that a hole absorbs in proportion to its mean-square extent along the field. With $\mathbf n=\mathbf r/r$, the guess reads

$$I_q\propto\langle d|n_q^2|d\rangle .$$

This needs averages over the unit sphere, written $\overline{(\cdots)}$. Since $n_z$ is uniformly distributed between $-1$ and $1$,

$$\overline{n_z^2}=\tfrac13,\qquad \overline{n_z^4}=\tfrac15,\qquad \overline{n_z^6}=\tfrac17 .$$

The mixed averages follow from $n_x^2+n_y^2+n_z^2=1$. Multiplying this identity by $n_z^2$, by $n_z^4$ and by $n_x^2n_y^2$, and averaging each time, gives

$$\overline{n_x^2n_z^2}=\tfrac12\left(\tfrac13-\tfrac15\right)=\tfrac1{15},\qquad
\overline{n_x^2n_z^4}=\tfrac12\left(\tfrac15-\tfrac17\right)=\tfrac1{35},$$

$$\overline{n_x^2n_y^2n_z^2}=\tfrac1{15}-\tfrac2{35}=\tfrac1{105}.$$

Averages that differ by a renaming of the axes are equal. The normalised angular functions are

$$X=\sqrt{\tfrac{15}{16\pi}}\,(n_x^2-n_y^2),\qquad
Z=\sqrt{\tfrac{5}{16\pi}}\,(3n_z^2-1).$$

An integral over the sphere is $4\pi$ times the average. Hence

$$\langle X|n_z^2|X\rangle=\tfrac{15}{4}\,\overline{(n_x^4-2n_x^2n_y^2+n_y^4)\,n_z^2}
=\tfrac{15}{4}\left(\tfrac2{35}-\tfrac2{105}\right)=\tfrac17,$$

$$\langle Z|n_z^2|Z\rangle=\tfrac54\,\overline{(9n_z^4-6n_z^2+1)\,n_z^2}
=\tfrac54\left(\tfrac97-\tfrac65+\tfrac13\right)=\tfrac{11}{21}.$$

The three extents of one orbital add up to 1, and the two in-plane ones are equal. They are therefore $\tfrac12(1-\tfrac17)=\tfrac37$ for $X$ and $\tfrac12(1-\tfrac{11}{21})=\tfrac5{21}$ for $Z$. The estimated ratios of in-plane to axial intensity are

$$X:\ 3:1,\qquad\qquad Z:\ 5:11 .$$

For several holes, adding their contributions in units of $1/21$ gives $I_p\propto 9h_X+5h_Z$ and $I_z\propto 3h_X+11h_Z$. It follows that

$$I_p-I_z\propto 6(h_X-h_Z),\qquad 2I_p+I_z\propto 21(h_X+h_Z),$$

and the estimated polarisation is

$$P_h^{\text{est}}=\frac{7}{2}\,\frac{I_p-I_z}{2I_p+I_z}.$$

For the data of part (c) this is $3.5\times0.15/2.85\approx0.18$. The estimate has the right tendency, since a flat orbital absorbs in-plane light more strongly. It has not yet used the fact that the electron starts from a 2p orbital.

## Exact solution

"Exact" refers to the stated model: electric-dipole transitions, a full 2p shell in the ground state, full $t_{2g}$ orbitals, and one common 2p–3d radial integral for $X$ and $Z$.

### One hole

In the dipole approximation, with $\alpha$ the fine-structure constant,

$$\sigma_q(E)=4\pi^2\alpha\,E\sum_f\Big|\langle f|\sum_i r_{q,i}|g\rangle\Big|^2\,\delta(E-E_f+E_g).$$

Here $g$ is the ground state, $f$ runs over the final states and $i$ over the electrons. Dividing by $E$ and integrating removes both the prefactor $E$ and the delta function:

$$I_q=4\pi^2\alpha\sum_f\Big|\langle f|\sum_i r_{q,i}|g\rangle\Big|^2 .$$

This is why the cross-section was divided by $E$ before integration.

Each one-electron matrix element splits into a radial and an angular factor, $\langle d|r_q|p_j\rangle=R\,\langle d|n_q|p_j\rangle$. The length $R=\int R_{3d}\,r\,R_{2p}\,r^2dr$ contains the radial functions and is the same for every polarisation. The 2p angular functions are $p_j=\sqrt{3/4\pi}\,n_j$ with $j=x,y,z$.

Most angular elements vanish by reflection. If $q\neq j$, the product $n_qn_j$ changes sign under $n_q\to-n_q$, while $X$ and $Z$ do not. The elements with $q=j$ remain. For $X$ the constants combine to

$$4\pi\sqrt{\tfrac{15}{16\pi}\cdot\tfrac{3}{4\pi}}=\tfrac{\sqrt{45}}2,$$

and therefore

$$\langle X|n_x|p_x\rangle=\tfrac{\sqrt{45}}2\left(\overline{n_x^4}-\overline{n_x^2n_y^2}\right)
=\tfrac{\sqrt{45}}2\cdot\tfrac2{15}=\frac{\sqrt3}{\sqrt{15}} .$$

Exchanging $x$ and $y$ reverses the sign of $X$, so $\langle X|n_y|p_y\rangle=-\sqrt3/\sqrt{15}$. Along the axis,

$$\langle X|n_z|p_z\rangle=\tfrac{\sqrt{45}}2\left(\overline{n_x^2n_z^2}-\overline{n_y^2n_z^2}\right)=0 .$$

For $Z$ the constants combine to $\sqrt{15}/2$, and

$$\langle Z|n_x|p_x\rangle=\langle Z|n_y|p_y\rangle
=\tfrac{\sqrt{15}}2\left(\tfrac3{15}-\tfrac13\right)=-\frac1{\sqrt{15}},$$

$$\langle Z|n_z|p_z\rangle=\tfrac{\sqrt{15}}2\left(\tfrac35-\tfrac13\right)=\frac2{\sqrt{15}} .$$

The dipole operator does not act on spin, so a hole of given spin is filled by a 2p electron of the same spin, and the spin brings no further factor. Squaring the elements and setting

$$C=\frac{4\pi^2\alpha R^2}{15}$$

gives the answer to part (a):

$$\boxed{X:\ I_p=3C,\ I_z=0;\qquad Z:\ I_p=C,\ I_z=4C.}$$

The ratios are 3:0 and 1:4. They compare one in-plane direction with the axis. Over all three directions, each orbital has the same total, $3+3+0=1+1+4=6$ in units of $C$. The orbital shape redistributes the intensity among the polarisations without changing its sum.

### Any number of holes

With several holes the ground state may be correlated, and the core hole interacts with the 3d electrons in the final state. Adding one-hole intensities then needs a justification.

Let $d^\dagger_{a\sigma}$ create an electron of spin $\sigma$ in the 3d orbital $a$, and let $p_{j\sigma}$ remove one from $p_j$. The part of the dipole operator that lifts an electron from 2p to 3d is

$$T_q=R\sum_{a,j,\sigma}t^q_{aj}\,d^\dagger_{a\sigma}p_{j\sigma},\qquad t^q_{aj}=\langle a|n_q|p_j\rangle .$$

The integral over both edges includes every final state that $T_q$ can reach. These states form a complete set for $T_q|g\rangle$, so

$$\sum_f|\langle f|T_q|g\rangle|^2=\langle g|T_q^\dagger T_q|g\rangle .$$

The final-state energies have dropped out, and with them the interaction between the core hole and the 3d shell. Because the $t^q_{aj}$ are real,

$$T_q^\dagger T_q=R^2\sum t^q_{aj}t^q_{bk}\;p^\dagger_{j\sigma}d_{a\sigma}d^\dagger_{b\sigma'}p_{k\sigma'} ,$$

where the sum runs over all indices. Moving $p_{k\sigma'}$ to the left past two 3d operators gives two sign changes, hence none in total. The core operators then stand together as $p^\dagger_{j\sigma}p_{k\sigma'}$. Acting on a full 2p shell, this product gives 1 if the two labels agree and 0 otherwise, since an electron cannot be put into an occupied orbital. Therefore

$$I_q=4\pi^2\alpha R^2\sum_{a,b}\Big(\sum_j t^q_{aj}t^q_{bj}\Big)\sum_\sigma\langle d_{a\sigma}d^\dagger_{b\sigma}\rangle .$$

Full $t_{2g}$ orbitals accept no electron, so $a$ and $b$ are restricted to $X$ and $Z$. The terms with $a=b$ contain the hole numbers $h_a=\sum_\sigma\langle d_{a\sigma}d^\dagger_{a\sigma}\rangle$. The cross terms contain

$$K=\sum_\sigma\langle d_{X\sigma}d^\dagger_{Z\sigma}+d_{Z\sigma}d^\dagger_{X\sigma}\rangle .$$

Their coefficients are products of the elements found above: $-\sqrt3/15$ for $q=x$, $+\sqrt3/15$ for $q=y$, and 0 for $q=z$. Thus

$$I_x=C(3h_X+h_Z-\sqrt3K),\quad I_y=C(3h_X+h_Z+\sqrt3K),\quad I_z=4Ch_Z .$$

The number $K$ measures how far the holes occupy mixtures of the two orbitals with real coefficients, such as $(X\pm Z)/\sqrt2$. For the complex mixture $(X+iZ)/\sqrt2$ it vanishes. A fourfold rotation reverses the sign of $X$ and leaves $Z$ unchanged, so $K=0$ if the ground state has the fourfold symmetry. If it does not, $K$ still cancels in the in-plane mean. A single hole in $(X+Z)/\sqrt2$ shows this: it has $h_X=h_Z=\tfrac12$ and $K=1$, so its intensities along $x,y,z$ are $0.268\,C$, $3.732\,C$ and $2.000\,C$. The in-plane mean is $2.000\,C$, as for half a hole in each orbital without coherence.

The two equations to be inverted are

$$I_p=C(3h_X+h_Z),\qquad I_z=4Ch_Z .$$

The second gives $h_Z=I_z/4C$. Inserting this in the first gives

$$h_X=\frac1{3C}\left(I_p-\frac{I_z}4\right)=\frac{4I_p-I_z}{12C},\qquad
\frac{h_Z}{h_X}=\frac{3I_z}{4I_p-I_z} .$$

With $h_Z=3I_z/12C$, the difference and the sum are

$$h_X-h_Z=\frac{4I_p-4I_z}{12C}=\frac{I_p-I_z}{3C},\qquad
h_X+h_Z=\frac{4I_p+2I_z}{12C}=\frac{2I_p+I_z}{6C} .$$

Their quotient answers part (b):

$$\boxed{P_h=\frac{2\,(I_p-I_z)}{2I_p+I_z}}$$

The constant $C$, and with it the unknown $R$, has cancelled. Three limits show how the formula works. Pure $X$ holes have $I_z=0$ and give $P_h=1$. Pure $Z$ holes have $I_z=4I_p$ and give $P_h=2(-3)/6=-1$. Equal intensities give $P_h=0$. The plain contrast $(I_p-I_z)/(I_p+I_z)$ is a different quantity: for a $Z$ hole it is $-3/5$.

### From holes to electrons

Each orbital holds two electrons, so $n_X=2-h_X$ and $n_Z=2-h_Z$. The difference changes sign, $n_X-n_Z=-(h_X-h_Z)$, and the number of holes is $h_X+h_Z=4-n$. For $0<n<4$ the electron polarisation is therefore

$$P_e=\frac{n_X-n_Z}{n}=-\frac{4-n}{n}\,P_h .$$

For $n=1$ the factor is $-3$: one electron's preference is diluted among three holes. Even a fully polarised electron then gives only $|P_h|=1/3$. An electron entirely in $Z$ leaves $h_X=2$ and $h_Z=1$, hence $I_z/I_p=4/7$. An electron entirely in $X$ gives $I_z/I_p=8/5$. A measured ratio outside this interval would contradict the assumptions or the value $n=1$. Here $n$ is the actual occupation of the atomic $e_g$ orbitals. In a covalent compound, charge transferred from the ligands makes it larger than the formal count. The formula for $P_h$ is unaffected, but the factor $(4-n)/n$, the interval above and the electron numbers must then be computed with the actual, non-integer $n$.

### The numbers

The data of part (c) have $I_z/I_p=0.85$, which lies inside the interval. They give

$$\frac{h_Z}{h_X}=\frac{3\times0.85}{4.00-0.85}=\frac{2.55}{3.15}=0.8095,\qquad
P_h=\frac{2\times0.15}{2.00+0.85}=0.1053 .$$

The three holes are shared as

$$h_X=\frac{3}{1+0.8095}=1.658,\qquad h_Z=3-1.658=1.342 .$$

The electron numbers are $n_X=0.342$ and $n_Z=0.658$, and $P_e=-0.316$. The electron is about two-thirds in $Z$, although the intensities differ by only 15% of $I_p$. The plain contrast would be $0.15/1.85=0.081$.

The result is sensitive to the data. With $\rho=I_z/I_p$,

$$P_h=\frac{2(1-\rho)}{2+\rho},\qquad \frac{dP_h}{d\rho}=-\frac{6}{(2+\rho)^2}\approx-0.74\quad\text{at }\rho=0.85 .$$

An error of 0.01 in $\rho$ shifts $P_h$ by about 0.007, which is 7% of its value, and shifts $P_e$ by about 0.02. With both intensities given to two decimals, the results should be read as $P_h=0.105\pm0.007$ and $P_e=-0.32\pm0.02$.

## Comparison of the estimate with the exact result

| Hole | Estimate, in-plane : axial | Exact, in-plane : axial |
|---|---|---|
| $X$ | 3 : 1 | 3 : 0 |
| $Z$ | 5 : 11 | 1 : 4 |

The estimate finds the stronger direction in both cases but makes the contrast too weak. The reason lies in the completeness relation

$$\langle d|n_q^2|d\rangle=\sum_u|\langle d|n_q|u\rangle|^2 ,$$

where $u$ runs over all angular functions. Multiplying a d function by $n_q$ produces functions with $l=1$ and $l=3$. The mean-square extent counts both, whereas a 2p electron uses the $l=1$ part alone.

For an $X$ hole and an in-plane field, the extent $3/7=15/35$ consists of a p part $1/5=7/35$ and an f part $8/35$. For the axial field, the whole extent $1/7$ is f-like. Indeed, $n_zX$ is proportional to $z(x^2-y^2)/r^3$, and the polynomial $z(x^2-y^2)$ satisfies Laplace's equation, which makes it a pure $l=3$ function. The $X$ orbital does have some extent along $z$, but no 2p electron can reach it with axial light.

For the polarisation, both treatments give a multiple of the same quotient $(I_p-I_z)/(2I_p+I_z)$, with factor $7/2$ in the estimate and $2$ in the exact result. The estimate is therefore too large by the factor $7/4$ for any data: 0.18 instead of 0.11 in the example. It assumes too weak a contrast per hole, and so needs too much polarisation to explain a given difference. For a true $X$ hole, with $I_z=0$, it would return $7/4$, which is impossible for a polarisation.

## Where the formula fails

**Holes in the $t_{2g}$ orbitals.** The $xy$ orbital is $X$ turned by 45° about $z$, so it has the same in-plane mean and the same axial intensity, 3:0. The formula would count an $xy$ hole as an $X$ hole. A hole in $xz$ gives $3C$, $0$ and $3C$ along $x,y,z$, hence $I_p=1.5\,C$ and $I_z=3\,C$, and the formula would return $P_h=-0.5$. Two intensities cannot determine the occupations of more than two kinds of orbital.

**Using one edge alone.** The sum rule needs all final states. A small model shows what can happen otherwise. Take two $e_g$ electrons in the correlated singlet $\sqrt{0.75}\,|Z^2\rangle-\sqrt{0.25}\,|X^2\rangle$, where $|Z^2\rangle$ and $|X^2\rangle$ have both electrons in the named orbital. Then $h_X=1.5$, $h_Z=0.5$ and $P_h=0.5$.

The final states have five 2p and three $e_g$ electrons, which makes 24 states. Their Hamiltonian contains the core spin–orbit coupling $\zeta\,\mathbf l\cdot\mathbf s$ with $\zeta=8.0$ eV, and the quadrupolar part of the 2p–3d Coulomb repulsion, of strength $F^2$. Numerical diagonalisation gives two well-separated groups, and the lower 16 states form the L3 edge.

| $F^2$ (eV) | Range | $I_p/C$ | $I_z/C$ | $P_h$ from formula |
|---|---|---|---|---|
| 0 | L3 + L2 | 5.000 | 2.000 | 0.500 |
| 0 | L3 | 3.333 | 1.333 | 0.500 |
| 6.0 | L3 + L2 | 5.000 | 2.000 | 0.500 |
| 6.0 | L3 | 3.356 | 1.258 | 0.527 |

Without the Coulomb term, L3 takes two-thirds of the intensity for both polarisations, and the ratio survives. With it, and for this state, L3 gains in-plane weight and loses axial weight. The apparent polarisation is then about 5% too large relative to the true value, although the highest L3 level and the lowest L2 level are still 11.35 eV apart. Nothing else differs between the two calculations, so in this model the Coulomb term is the cause. The full integral is unchanged, as the completeness argument requires. The model omits 2p–3d exchange and keeps the $t_{2g}$ orbitals full, so the 5% illustrates the effect and does not predict its size in a real ion. The size also depends on the ground state beyond its hole numbers. With the opposite relative sign of $|Z^2\rangle$ and $|X^2\rangle$, L3 loses weight in both polarisations ($I_p=3.159\,C$, $I_z=1.258\,C$) and the formula gives 0.502.
